\section*{Ionic screening of a Wannier exciton: a share, not a switch}

\section*{Which state do the ions see?}

\textbf{Q.} I use the static dielectric constant $\varepsilon_0$ for every Wannier exciton. The bound state is stationary, so the ions have all the time they need to respond.

\textbf{A.} The state is stationary, but the electron and hole in it are moving. An ion responds to the field at its own site, and that field changes as the pair moves. If the lattice vibrates slowly on the time scale of this motion, it cannot follow each position of the pair.

\textbf{Q.} Then I need a switch. If the binding energy is below the longitudinal optical (LO) phonon energy, the ions follow and I use $\varepsilon_0$. If it is above, they do not, and I use the high-frequency constant $\varepsilon_\infty$, which contains the electronic response alone. When the two energies are comparable, the two constants merely bracket the binding.

\textbf{A.} We can calculate whether there is a switch. Take isotropic parabolic bands with masses $m_e$ and $m_h$, a 1s exciton at rest, zero temperature, and one LO mode of energy $\omega$, the same for all wave vectors. In Hartree atomic units, with $\mathbf r=\mathbf r_e-\mathbf r_h$,
\begin{align}
H_{\rm tot}&=\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}-\frac{1}{\varepsilon_\infty r}
+\sum_{\mathbf q}\omega a_{\mathbf q}^\dagger a_{\mathbf q}
+\sum_{\mathbf q}\left(V_q\rho_{\mathbf q}a_{\mathbf q}+\text{h.c.}\right),\\
\rho_{\mathbf q}&=e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}.
\end{align}
The minus sign in $\rho_{\mathbf q}$ expresses the opposite charges. This is the Fröhlich model.

\textbf{Q.} What fixes $V_q$?

\textbf{A.} Charges that do not move must be screened by $\varepsilon_0$. For fixed positions, complete the square in each mode:
\begin{equation}
\omega a^\dagger a+V\rho a+V^*\rho^*a^\dagger
=\omega\Big(a^\dagger+\frac{V\rho}{\omega}\Big)\Big(a+\frac{V^*\rho^*}{\omega}\Big)-\frac{|V|^2|\rho|^2}{\omega}.
\end{equation}
Since $|\rho_{\mathbf q}|^2=2-2\cos\mathbf q\cdot\mathbf r$, the part of the energy that depends on distance is $+2\sum_{\mathbf q}|V_q|^2\cos(\mathbf q\cdot\mathbf r)/\omega$. It must equal $(1/\varepsilon_\infty-1/\varepsilon_0)/r$, so that adding it to $-1/(\varepsilon_\infty r)$ leaves $-1/(\varepsilon_0r)$. The Fourier representation $1/r=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r}$ then gives, in a volume $\Omega$,
\begin{equation}
|V_q|^2=\frac{2\pi\omega}{\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\end{equation}

From here on, measure mass in units of the reduced mass $\mu$, length in $\varepsilon_\infty/\mu$ and energy in $\mu/\varepsilon_\infty^2$. The direct attraction becomes $-1/r$, and the bracket above becomes
\begin{equation}
k=1-\frac{\varepsilon_\infty}{\varepsilon_0}.
\end{equation}
The Rydberg with $\varepsilon_\infty$ is $R_\infty=1/2$. I shall work to first order in $k$, which is second order in $V_q$.

\section*{Binding is a difference}

\textbf{Q.} So I need the energy by which the lattice lowers the exciton.

\textbf{A.} That is half of what you need. Binding is the cost of separating the pair, and the separated electron and hole also polarize the lattice. Each becomes a polaron and is lowered too.

Take one free carrier of mass $m$ at rest. The coupling changes the phonon number, so it has no first-order energy. In second order the carrier emits a phonon and recoils with energy $q^2/2m$. The lowering is
\begin{align}
L(m)&=\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/2m}
=\int_0^\infty\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{2\pi\omega k}{q^2}\,\frac1{\omega+q^2/2m}\nonumber\\
&=\frac{\omega k}{\pi}\int_0^\infty\frac{dq}{\omega+q^2/2m}
=\frac{\omega k}{\pi}\,\frac{\pi}{2}\sqrt{\frac{2m}{\omega}}
=k\sqrt{\frac{m\omega}{2}} .
\end{align}

For the exciton the same second-order formula contains all internal states of the pair:
\begin{align}
L_X&=\frac{\omega k}{\pi}\int_0^\infty F(q)\,dq,\\
F(q)&=\langle0|\rho_{\mathbf q}^\dagger\,(H-E_0+\omega)^{-1}\rho_{\mathbf q}|0\rangle .
\end{align}
Here $H$ is the pair Hamiltonian without phonons, including the motion of the centre of mass. The state $|0\rangle$ is the 1s exciton at rest, with $\psi_0=e^{-r}/\sqrt\pi$ and $E_0=-1/2$. Because it is spherical, $F$ depends on $|\mathbf q|$ alone.

The free pair has energy $-L(m_e)-L(m_h)$ and the exciton has energy $-\tfrac12-L_X$. Their difference is
\begin{equation}
E_b=\tfrac12-\left[L(m_e)+L(m_h)-L_X\right].
\end{equation}

\textbf{Q.} How do I compare that with the static answer?

\textbf{A.} The static Rydberg is $\tfrac12(\varepsilon_\infty/\varepsilon_0)^2=\tfrac12(1-k)^2=\tfrac12-k+\tfrac12k^2$. To first order, full static screening therefore removes $k$ from the binding. Define the ionic share as the fraction of this reduction that really occurs:
\begin{align}
S&=\frac{L(m_e)+L(m_h)-L_X}{k}\nonumber\\
&=\frac{\omega}{\pi}\int_0^\infty dq\left[\frac1{\omega+q^2/2m_e}+\frac1{\omega+q^2/2m_h}-F(q)\right].
\label{eq:share}
\end{align}
Then $E_b=\tfrac12-kS$. Restoring $R_\infty=1/2$ as the energy scale gives
\begin{equation}
E_b=R_\infty\left[1-2kS(x)\right],\qquad x=\frac{R_\infty}{\omega}.
\label{eq:binding}
\end{equation}
Your switch would require $S=1$ for $x<1$ and $S=0$ for $x>1$.

\section*{A fast lattice}

\textbf{Q.} Surely $S=1$ when the phonon energy is much larger than the binding?

\textbf{A.} In the limit, yes. Split $F=F_e+F_h-F_c$, where $F_e$ and $F_h$ describe each carrier acting on itself and $F_c$ contains the two cross terms.

For $F_e$, shift the electron momentum by $\mathbf q$:
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r_e}He^{i\mathbf q\cdot\mathbf r_e}=H+\frac{\mathbf q\cdot\mathbf p_e}{m_e}+\frac{q^2}{2m_e}.
\end{equation}
Set $D=\omega+q^2/2m_e$ and $A=H-E_0+\mathbf q\cdot\mathbf p_e/m_e$. For large $\omega$,
\begin{equation}
F_e=\langle0|(D+A)^{-1}|0\rangle\simeq\frac1D-\frac{\langle A\rangle}{D^2}+\frac{\langle A^2\rangle}{D^3}
=\frac1D+\frac{q^2}{3m_e^2D^3}.
\end{equation}
This uses $(H-E_0)|0\rangle=0$, $\langle\mathbf p_e\rangle=0$ and $\langle p_e^2\rangle=1$. The last value follows from the 1s kinetic energy of $1/2$, because in an exciton at rest $\mathbf p_e$ is the relative momentum. The term $1/D$ cancels the free-electron term in Eq.~\eqref{eq:share}. Substituting $q=\sqrt{2m_e\omega}\,t$ shows that the remainder contributes to $S$ in proportion to $\omega^{-1/2}$, so it vanishes. The hole behaves in the same way.

The cross term is governed by momenta of order one, where $\omega$ dominates the denominator. There $F_c\to2\langle\cos\mathbf q\cdot\mathbf r\rangle/\omega$. Averaging the cosine over angles gives $\sin(qr)/(qr)$, so
\begin{equation}
S\to\frac2\pi\int_0^\infty dq\left\langle\frac{\sin qr}{qr}\right\rangle
=\frac2\pi\left\langle\frac{\pi}{2r}\right\rangle=\left\langle\frac1r\right\rangle=1 .
\end{equation}
This is the static limit you started from. It is approached gradually. The self-term remainder found above lowers $S$ in proportion to $\omega^{-1/2}$, or $\sqrt x$. I have not worked out the correction to the cross term, and the program does not test this law; for finite masses the computed $1-S$ still grows faster than $\sqrt x$ between $x=0.03$ and $0.3$.

\section*{A slow lattice}

\textbf{Q.} And at the other end the ions are too slow, so they drop out.

\textbf{A.} For two finite masses they do drop out in the end, but look at how. As $\omega\to0$, the integral of $F$ stays finite. At small $q$ the operator $\rho_{\mathbf q}$ is, apart from a centre-of-mass factor, $i\mathbf q\cdot\mathbf r$ plus terms of order $q^2$. The dipole term leads to excited states across a finite gap and gives $F\propto q^2$. The amplitude to remain in 1s is at most of order $q^2$, and for equal masses it is zero. Its square, divided by the recoil energy $q^2/2M$ with $M=m_e+m_h$, is again of order $q^2$. At large $q$ the carriers recoil as if free, and $F\simeq2(m_e+m_h)/q^2$ is integrable. Therefore $L_X$ is of order $k\omega$.

The free carriers are lowered by amounts of order $k\sqrt\omega$, which is much larger. With $\omega=1/(2x)$,
\begin{equation}
S\to\sqrt{\frac{m_e\omega}{2}}+\sqrt{\frac{m_h\omega}{2}}
=\frac{\sqrt{m_e}+\sqrt{m_h}}{2\sqrt x}.
\label{eq:slow}
\end{equation}
For equal masses $m_e=m_h=2$ in units of $\mu$, and $S\to\sqrt{2/x}$.

\textbf{Q.} So the ions hardly respond to the exciton, and yet they reduce its binding?

\textbf{A.} Yes. They respond to the electron and the hole after separation. That lowers the continuum edge and makes separation cheaper. Your switch asks whether the ions follow the bound pair, and leaves out the other side of the difference.

\textbf{Q.} You said ``two finite masses''. What changes if the hole is very heavy?

\textbf{A.} Fix the hole first, then make the lattice slow. Now $m_e=1$, the hole does not recoil, and its free term in Eq.~\eqref{eq:share} is $1/\omega$. With the hole at the origin, $\rho_{\mathbf q}=e^{i\mathbf q\cdot\mathbf r}-1$. The amplitude to remain in the 1s state is $f-1$, where
\begin{equation}
f(q)=\langle e^{i\mathbf q\cdot\mathbf r}\rangle
=\frac4q\int_0^\infty re^{-2r}\sin(qr)\,dr=\frac{16}{(4+q^2)^2}.
\end{equation}
There is no recoil energy to pay, so this part of $F$ is $(1-f)^2/\omega$. It grows as the lattice slows. Excited states contribute to $S$ in order $\omega$ and the free electron in order $\sqrt\omega$, so both vanish. What remains is
\begin{equation}
S\to\frac1\pi\int_0^\infty\left[1-(1-f)^2\right]dq=\frac1\pi\int_0^\infty(2f-f^2)\,dq .
\end{equation}
The first part is the integral from the fast limit and gives 1. For the second, put $q=2\tan\theta$:
\begin{equation}
\frac1\pi\int_0^\infty\frac{256\,dq}{(4+q^2)^4}
=\frac2\pi\int_0^{\pi/2}\cos^6\theta\,d\theta=\frac2\pi\,\frac{5\pi}{32}=\frac5{16}.
\end{equation}
Hence $S\to11/16$. Even a very slow lattice relaxes around charge that stays in place. The term $2f$ is the static screening of the attraction between the point hole and the electron cloud. The term $f^2$ is the relaxation around the cloud itself, which gives back $5/16$. With two finite masses the amplitude to remain in 1s is $f(m_hq/M)-f(m_eq/M)$. For equal masses it vanishes at every $q$; for unequal masses the recoil energy $q^2/2M$ removes the $1/\omega$ growth of this part of $F$. The free hole is then lowered only in order $k\sqrt\omega$, so $S$ goes to zero.

\section*{Between the limits}

\textbf{Q.} My rule was about $x=1$, and neither limit applies there.

\textbf{A.} There we evaluate $F$ numerically. Let $b=m_h/M$, so that $\mathbf r_e=\mathbf R+b\mathbf r$ and $\mathbf r_h=\mathbf R-(1-b)\mathbf r$. The centre of mass $\mathbf R$ takes up the recoil $q^2/2M$. Expand both plane waves in spherical waves. The second has the opposite sign in its exponent, which gives a factor $(-1)^l$:
\begin{align}
F(q)&=\sum_{l}(2l+1)\sum_n\frac{|\langle nl|g_l|0\rangle|^2}{E_{nl}-E_0+\omega+q^2/2M},\\
g_l(r)&=j_l(bqr)-(-1)^lj_l\big((1-b)qr\big).
\end{align}
The matrix elements are radial, and the $E_{nl}$ are the levels of the radial Hamiltonian with attraction $-1/r$. The angular average of $(2l+1)^2P_l^2$ supplies the factor $2l+1$. Diagonalizing on a radial mesh gives these values of $S$:

\begin{center}
\begin{tabular}{rccc}
$x=R_\infty/\omega$ & $m_h=m_e$ & $m_h=4m_e$ & $m_h\to\infty$\\
\hline
0.1 & 0.94 & 0.95 & 0.97\\
1 & 0.73 & 0.77 & 0.92\\
3 & 0.55 & 0.60 & 0.87\\
10 & 0.36 & 0.41 & 0.81\\
100 & 0.13 & 0.15 & 0.73\\
10000 & 0.014 & 0.017 & 0.69
\end{tabular}
\end{center}

The numerical check accompanying this exchange tests the response against sum rules and the hydrogen polarizability, and tests $S$ against the slow-lattice limits.

\textbf{Q.} There is no step at $x=1$.

\textbf{A.} No. For equal masses, 73 per cent of the static reduction is present there. The share falls to one half near $x=4.1$ and is still 13 per cent at $x=100$. With a fixed hole it stays above one half throughout the computed range.

\section*{One exciton in numbers}

\textbf{Q.} Show me a case in which my switch would discard the ions.

\textbf{A.} Take round model parameters: $m_e=m_h=0.4$ electron masses, $\varepsilon_\infty=9$, $\varepsilon_0=10$ and $\omega=10$~meV. Then $k=1-9/10=0.1$. The Rydberg with $\varepsilon_\infty$ is 33.59~meV, so $x=33.59/10=3.36$. The Rydberg with $\varepsilon_0$ is $33.59\times0.81=27.21$~meV.

Start with the free pair. In exciton units each carrier has mass 2 and is lowered by $k\sqrt\omega$. The energy unit is $2R_\infty$, and $\omega=1/(2x)$, so the pair is lowered by
\begin{equation}
2k\sqrt{\frac1{2x}}\;2R_\infty=\frac{4\times0.1\times33.59}{\sqrt{6.72}}\ \text{meV}=5.18\ \text{meV}.
\end{equation}
The computed lowering of the exciton is 1.59~meV. Therefore
\begin{equation}
E_b=33.59-5.18+1.59=30.00\ \text{meV}.
\end{equation}
This is the ionic share rearranged, not an independent check, since the 1.59~meV is obtained from it: $S=0.535$, and $33.59\,(1-2\times0.1\times0.535)=30.00$~meV. That is about $1.10\times10^{-3}$ hartree.

\textbf{Q.} The binding is three times the phonon energy, so I would have answered 33.6~meV.

\textbf{A.} That is 12 per cent above the first-order result. The static constant gives a value 9 per cent below it. More than half of the static reduction is present, although the binding is well above the phonon energy.

Do not take the decimals of 30.00 as accuracy, since terms of order $k^2$ are missing. One indication of their size is the static Rydberg: 27.21~meV in full, but $33.59\times0.8=26.9$~meV to first order. The difference is about 0.3~meV. That is the $k^2$ term in the fast-lattice limit, not an error bound; at $x=3.36$ the missing terms have not been worked out here and may be much smaller.

\section*{What is left of the bracket}

\textbf{Q.} At least the bracket survives: 30 lies between 27.2 and 33.6.

\textbf{A.} It survives within what has been checked. For the three mass ratios in the table, and for $x$ from 0.03 to $10^4$, every computed $S$ lies between 0 and 1. So at first order in $k$, the first-order static value and the $\varepsilon_\infty$ value bracket the binding, with the bare reduced mass in both. I have not proved this for all mass ratios and all $x$, nor beyond first order in $k$. The word I would drop is ``merely'': in this model $S$ also tells you where in this first-order bracket the binding lies.

\textbf{Q.} When should I not trust Eq.~\eqref{eq:binding}?

\textbf{A.} First, when $k$ is not small, as in a strongly ionic crystal. A small $k$ is not sufficient either, because the free polarons were treated in second order. The measure of that is $\alpha=L(m)/\omega=k\sqrt{m/2\omega}=k\sqrt{mx}$, with $m$ in units of $\mu$. In the example $\alpha=0.26$ for each carrier. At fixed $k$ it grows with $x$, so the far end of the table applies to correspondingly smaller $k$. The fixed hole is a special case. Its $\alpha$ is infinite, but the lattice relaxation around an isolated charge that cannot recoil follows from completing the square, without an expansion. This does not extend to the electron, which moves and is still treated in second order, with $\alpha=k\sqrt x$.

The model also fails when the exciton is only a few lattice spacings across, because the continuum description of the bands and of the screening then breaks down. Several LO modes or anisotropic bands require an extended Hamiltonian. Thermally excited phonons leave the Hamiltonian as it is, but the carriers can then absorb phonons as well as emit them, which the zero-temperature formulas above leave out.

\textbf{Q.} So what do I ask in place of ``is the binding below the phonon energy''?

\textbf{A.} Ask how much lattice relaxation the separated carriers have, and how much of it the bound pair keeps. The difference is the ionic reduction of the binding.

\section*{Table of computed values}
\begin{verbatim}
TESTS
1s level, exciton units (exact -0.5): -0.50000000
largest relative sum-rule error: 8.1e-12
polarizability, exciton units (exact 4.5): 4.5000
free lowering / k, integral:  0.504975 exciton units
free lowering / k, formula:   0.504975 exciton units
largest change of S on coarser numerics: 3.8e-05
IONIC SHARE S (dimensionless), x = R_inf / LO energy
        x   m_h/m_e=1   m_h/m_e=4   m_h infinite
     0.03      0.9740      0.9782      0.9859
     0.10      0.9406      0.9490      0.9734
     0.30      0.8723      0.8910      0.9536
     1.00      0.7314      0.7671      0.9166
     3.00      0.5541      0.6003      0.8678
    10.00      0.3631      0.4068      0.8100
    30.00      0.2296      0.2631      0.7665
   100.00      0.1328      0.1545      0.7338
  1000.00      0.0439      0.0517      0.7029
 10000.00      0.0141      0.0166      0.6924
limit law at x=10000, m_h/m_e=1: 0.0141
limit law at x=10000, m_h/m_e=4: 0.0168
limit law at x=10000, m_h infinite: 0.6925
x where S = 1/2, equal masses: 4.14
WORKED EXAMPLE
m_e = m_h = 0.4 electron masses, reduced mass 0.20
eps_inf = 9.0, eps_0 = 10.0, k = 0.100
LO phonon energy: 10.0 meV
Rydberg with eps_inf: 33.59 meV
Rydberg with eps_0:   27.21 meV
static value to first order in k: 26.88 meV
x = R_inf / LO energy: 3.359
Froehlich coupling of each carrier: 0.2592
lowering of the free pair: 5.18 meV
lowering of the exciton:   1.59 meV
ionic share S: 0.5350
binding energy: 30.00 meV = 1.102e-03 hartree
binding / LO energy: 3.00
\end{verbatim}
